\section*{Shear-Lag Strain in a Finite Monolayer on a Stretched Substrate}

A monolayer lies on a substrate that is stretched to a uniform strain $\varepsilon_s$ along $x$. Let its length in that direction be $L$, with $x=0$ at its centre. Two elastic constants enter. The two-dimensional stiffness $C$ is the tension per unit width divided by the strain and has the unit N/m. The interfacial stiffness $k$ is the shear traction per unit relative displacement and has the unit N/m$^3$. A strain contains no unit of force, so $C$ and $k$ can enter it through their ratio alone, and that ratio is the square of a length,
\begin{equation}
l=\sqrt{\frac{C}{k}} .
\end{equation}
If the flake and the interface respond linearly, and the flake is unstrained when $\varepsilon_s=0$, its strain is proportional to $\varepsilon_s$. Reflection about the centre leaves the arrangement unchanged. The strain must therefore have the form
\begin{equation}
\varepsilon(x)=\varepsilon_s\,F\!\left(\frac{x}{l},\frac{L}{l}\right),\qquad F(-\xi,\lambda)=F(\xi,\lambda).
\label{form}
\end{equation}
Any length needed for a given degree of strain transfer is then a number times $l$, whatever the applied strain. What remains is to find $F$ and that number.

The model behind this argument is as follows. Strains are small, and the flake is flat, without wrinkles or buckling. All quantities are uniform in the transverse direction $y$, and the transverse strain is held at zero; $C$ is the stiffness under that condition. The applied strain is tensile, $\varepsilon_s>0$. The ends of the flake are free, so that all load enters through its lower face. The substrate surface is first taken to move as it would without the flake, $u_s(x)=\varepsilon_s x$; the error of this assumption is worked out further on.

Let $u(x)$ be the displacement of the flake, $\varepsilon=u'$ its strain and $N=C\varepsilon$ its tension per unit width. Let $\tau(x)$ be the traction exerted by the substrate on the flake, positive towards $+x$. An element between $x$ and $x+dx$ is pulled to the right by $N(x+dx)$, to the left by $N(x)$, and to the right by $\tau\,dx$. The sum of these forces vanishes:
\begin{equation}
\frac{dN}{dx}+\tau=0,\qquad\text{or}\qquad C u''=-\tau .
\label{balance}
\end{equation}
The interface pulls the flake towards the substrate point to which it was originally attached,
\begin{equation}
\tau=k\,(u_s-u)=k\,(\varepsilon_s x-u).
\label{law}
\end{equation}
For $x>0$ a flake that lags behind the substrate has $u<\varepsilon_s x$ and is pulled outward, as it should be. Inserting (\ref{law}) in (\ref{balance}) and dividing by $k$ gives
\begin{equation}
l^2u''-u=-\varepsilon_s x,\qquad u'(\pm L/2)=0 .
\label{ode}
\end{equation}

The same problem follows from the elastic energy per unit width,
\begin{equation}
U[u]=\int_{-L/2}^{L/2}\left[\tfrac12 C u'^2+\tfrac12 k(u-\varepsilon_s x)^2\right]dx .
\end{equation}
A small change $\delta u$ alters it, after one integration by parts, by
\begin{equation}
\delta U=\Big[Cu'\,\delta u\Big]_{-L/2}^{L/2}+\int_{-L/2}^{L/2}\left[-Cu''+k(u-\varepsilon_s x)\right]\delta u\,dx .
\end{equation}
At a minimum this vanishes for every $\delta u$. The integral gives the differential equation, and the end terms give $u'=0$, because $\delta u$ is unrestricted there. The profile is thus a compromise between two costs: stretching the flake and shearing the interface.

A particular solution of (\ref{ode}) is $u=\varepsilon_s x$, since its second derivative is zero. The homogeneous equation $l^2u''=u$ has the solutions $\sinh(x/l)$ and $\cosh(x/l)$. An even strain requires an odd displacement, apart from a constant shift, which the interface energy excludes. The $\cosh$ term is therefore absent and
\begin{equation}
u=\varepsilon_s x+A\sinh\frac{x}{l},\qquad
u'=\varepsilon_s+\frac{A}{l}\cosh\frac{x}{l}.
\end{equation}
With the abbreviation $s=L/2l$, the free-end condition reads $\varepsilon_s+(A/l)\cosh s=0$, so $A=-\varepsilon_s l/\cosh s$. The strain is
\begin{equation}
\boxed{\;\varepsilon(x)=\varepsilon_s\left[1-\frac{\cosh(x/l)}{\cosh(L/2l)}\right]\;}
\label{profile}
\end{equation}
which has the form (\ref{form}). The traction follows from (\ref{law}), with $u_s-u=-A\sinh(x/l)$ and $kl=\sqrt{Ck}$:
\begin{equation}
\tau(x)=\sqrt{Ck}\;\varepsilon_s\,\frac{\sinh(x/l)}{\cosh s}.
\label{traction}
\end{equation}
Strain and traction are complementary. The strain is greatest at the centre, where the traction is zero, and it vanishes at the ends, where the traction has its greatest magnitude
\begin{equation}
\tau_{\max}=\sqrt{Ck}\;\varepsilon_s\tanh s .
\label{taumax}
\end{equation}
The tension at $x$ is the traction collected between $x$ and the free end. Indeed,
\begin{equation}
\int_x^{L/2}\tau\,dx'=\sqrt{Ck}\,l\,\varepsilon_s\,\frac{\cosh s-\cosh(x/l)}{\cosh s}=C\varepsilon(x),
\end{equation}
because $\sqrt{Ck}\,l=C$. A short flake is poorly strained because it has too little interface to collect the required tension.

To turn this into a condition on length, one must say which strain is meant. A local probe at the middle of the flake sees the centre efficiency
\begin{equation}
\eta_0=\frac{\varepsilon(0)}{\varepsilon_s}=1-\frac{1}{\cosh s}.
\label{etazero}
\end{equation}
A property that responds to the total elongation sees the average efficiency
\begin{equation}
\bar\eta=\frac{1}{L\varepsilon_s}\int_{-L/2}^{L/2}\varepsilon\,dx
=1-\frac{2l\sinh s}{L\cosh s}=1-\frac{\tanh s}{s}.
\label{etabar}
\end{equation}
Both increase steadily with length, since
\begin{equation}
\frac{d\eta_0}{ds}=\frac{\sinh s}{\cosh^2 s}>0,\qquad
\frac{d\bar\eta}{ds}=\frac{\tanh s-s/\cosh^2 s}{s^2}=\frac{\sinh 2s-2s}{2s^2\cosh^2 s}>0
\end{equation}
for $s>0$. Each criterion therefore has a single threshold length.

For the centre to reach at least a fraction $\eta$ of the substrate strain, (\ref{etazero}) requires $\cosh s\ge 1/(1-\eta)$, that is,
\begin{equation}
\boxed{\;L\ \ge\ 2l\,\operatorname{arcosh}\frac{1}{1-\eta}\;}
\label{lcentre}
\end{equation}
For $\eta$ close to one, $\cosh s\simeq e^s/2$ and the threshold is approximately $2l\ln[2/(1-\eta)]$. For the average, the threshold is the positive root of $\tanh s=(1-\eta)s$. Since $\tanh s<1$, it is sufficient that $s\ge1/(1-\eta)$, or
\begin{equation}
L\ \ge\ \frac{2l}{1-\eta}.
\label{lavg}
\end{equation}
When $\eta$ is close to one this is also nearly necessary, because $1-\tanh s\simeq2e^{-2s}$ is then very small. For $\eta=0.9$ the two thresholds are $5.99\,l$ and $20.0\,l$. They differ so much because the centre feels the ends through an exponentially small term, whereas the average keeps the deficit of the end regions. In a long flake each end lacks an elongation $\varepsilon_s l$, and dividing the two deficits by $L$ gives $1-\bar\eta=2l/L$.

The width of the poorly strained end regions follows from (\ref{profile}). The position $x_\eta$ at which $\varepsilon=\eta\varepsilon_s$ satisfies $\cosh(x_\eta/l)=(1-\eta)\cosh s$, which has a solution once (\ref{lcentre}) holds. The distance from the end is
\begin{equation}
d_\eta=\frac L2-l\,\operatorname{arcosh}\left[(1-\eta)\cosh s\right]
\ \longrightarrow\ l\ln\frac{1}{1-\eta}\qquad(L\gg l).
\label{zone}
\end{equation}
The limit is obtained by replacing both hyperbolic cosines by half an exponential, which gives $x_\eta/l=s+\ln(1-\eta)$.

In the opposite limit, $L\ll l$, the expansion $\cosh z\simeq1+z^2/2$ gives
\begin{equation}
\varepsilon(x)\simeq\varepsilon_s\,\frac{L^2}{8l^2}\left(1-\frac{4x^2}{L^2}\right),\qquad
\eta_0\simeq\frac{s^2}{2},\qquad \bar\eta\simeq\frac{s^2}{3}.
\end{equation}
The average is two thirds of the maximum, as for any such parabola. Here the flake hardly stretches, the substrate slides beneath it elastically, and the traction is nearly $k\varepsilon_s x$. Integrating this traction from $x$ to the end gives the parabola directly.

Consider round model parameters that stand for no particular material: $C=200$ N/m, $k=5\times10^{13}$ N/m$^3$, $\varepsilon_s=1\%$ and $L=20$ $\mu$m. Then
\begin{equation}
l=\sqrt{\frac{200}{5\times10^{13}}}\ \text{m}=2.00\ \mu\text{m},\qquad s=\frac{20}{2\times2}=5 .
\end{equation}
The traction scale is $\sqrt{Ck}\,\varepsilon_s=10^8\ \text{Pa}\times0.01=1$ MPa. Equations (\ref{profile}) and (\ref{traction}) give
\begin{equation}
\begin{array}{c|cccccc}
x\ (\mu\text{m}) & 0 & 4 & 6 & 8 & 9 & 10\\ \hline
\varepsilon\ (\%) & 0.987 & 0.949 & 0.864 & 0.632 & 0.393 & 0\\
\tau\ (\text{MPa}) & 0 & 0.049 & 0.135 & 0.368 & 0.606 & 1.000
\end{array}
\end{equation}
One transfer length from the end, at $x=8$ $\mu$m, the strain is still 37\% below that of the substrate. The strain passes 90\% of $\varepsilon_s$ at 4.61 $\mu$m from each end, in agreement with the long-flake value $l\ln10=4.61$ $\mu$m. Almost half of this flake is therefore below the 90\% level, although its centre reaches 98.7\%.

For other lengths, (\ref{etazero}) and (\ref{etabar}) give
\begin{equation}
\begin{array}{c|cccccc}
L\ (\mu\text{m}) & 2 & 4 & 8 & 12 & 20 & 40\\ \hline
\eta_0 & 0.113 & 0.352 & 0.734 & 0.901 & 0.987 & 1.000\\
\bar\eta & 0.076 & 0.238 & 0.518 & 0.668 & 0.800 & 0.900
\end{array}
\end{equation}
The 90\% thresholds are $5.99\times2=12.0$ $\mu$m for the centre and $20\times2=40$ $\mu$m for the average. At $L=2$ $\mu$m, where $s=0.5$, the short-flake formulas give 0.125 and 0.083, about 10\% above the values in the table.

The linear interface law fails when the traction reaches the interfacial strength $\tau_c$. By (\ref{taumax}) this happens first at the ends, at the substrate strain
\begin{equation}
\varepsilon_{\text{slip}}=\frac{\tau_c}{\sqrt{Ck}\,\tanh s}.
\end{equation}
With $\tau_c=2$ MPa the 20 $\mu$m flake begins to slip at $2\times10^6/10^8=2.0\%$, since $\tanh5$ is nearly one. The relative displacement at the ends is then $\tau_c/k=40$ nm, of the order of a hundred lattice spacings, so a $k$ of this size must be read as the effective stiffness of a compliant layer under the flake, not as that of an atomic bond across the interface. Lengthening the flake never postpones slip: it raises the end traction of a short flake and leaves that of a long one nearly unchanged. Beyond this strain the derivation of (\ref{lcentre}) no longer holds, but force balance still gives a bound. If the interface can nowhere carry more than $\tau_c$, the centre tension obeys $C\varepsilon(0)\le\tau_cL/2$. A centre strain of at least $\eta\varepsilon_s$ then requires
\begin{equation}
L\ \ge\ \frac{2C\eta\,\varepsilon_s}{\tau_c}.
\end{equation}
This necessary length grows with the applied strain, unlike the threshold of the linear model.

The other assumption to examine is the undisturbed substrate. The flake pulls back on the surface with the traction $-\tau$. Take the substrate as an elastic half-space $z>0$ in plane strain, with modulus $E^*$ defined by $\varepsilon_{xx}=\sigma_{xx}/E^*$ where $\sigma_{zz}=0$. The stress function $\phi=Bz\,e^{-qz}\sin qx$, with $q>0$, is biharmonic. At $z=0$ it gives
\begin{equation}
\sigma_{zz}=\phi_{xx}=0,\quad
\sigma_{xz}=-\phi_{xz}=-Bq\cos qx,\quad
\sigma_{xx}=\phi_{zz}=-2Bq\sin qx .
\end{equation}
The outward normal points along $-z$, so the applied traction is $t=-\sigma_{xz}=Bq\cos qx$. Integrating $\sigma_{xx}/E^*$ over $x$ gives the surface displacement $(2B/E^*)\cos qx=2t/(E^*q)$. The surface thus has the compliance $2/(E^*q)$, to be compared with the compliance $1/k$ of the interface. At the wavenumber $q=1/l$ of the end region their ratio is
\begin{equation}
\frac{2kl}{E^*}=\frac{2C}{lE^*},
\end{equation}
and this must be small if the strain profile near the ends is to remain close to (\ref{profile}). For $E^*=4$ GPa it is $400/(2\times10^{-6}\times4\times10^9)=0.05$.

To see the effect on the flake, the response is needed in real space. From $\mathrm{P}\!\int\cos(qx')/(x-x')\,dx'=\pi\sin qx$, where P denotes the principal value, and with $t=-\tau$, the surface strain is
\begin{equation}
u_s'(x)=\varepsilon_s+\frac{2}{\pi E^*}\,\mathrm{P}\!\!\int_{-L/2}^{L/2}\frac{\tau(x')}{x-x'}\,dx' .
\label{surface}
\end{equation}
Solving this together with (\ref{balance}) and $\tau=k(u_s-u)$, by dividing the flake into 401 segments and solving the resulting linear equations, lowers the centre strain by 0.93\% and the end traction by 0.21\%, each relative to its value on an undisturbed substrate. With $E^*$ ten times larger, both corrections are about ten times smaller.

Both are well below the ratio 0.05, and the end traction is affected less than the centre strain. The reason lies in an integral of the equations. Write $\varepsilon_0=\varepsilon(0)$ and $\tau_e=\tau(L/2)$. Multiply $u_s'=\varepsilon+\tau'/k$ by $\tau=-C\varepsilon'$ and integrate over the right half of the flake, using $\tau(0)=0$ and $\varepsilon(L/2)=0$:
\begin{equation}
\int_0^{L/2}\tau u_s'\,dx=\frac{C\varepsilon_0^2}{2}+\frac{\tau_e^2}{2k}.
\label{first}
\end{equation}
Now insert (\ref{surface}) on the left. The first term gives $\varepsilon_sC\varepsilon_0$, since the traction on one half sums to $C\varepsilon_0$. The action of the right half on itself cancels, because $1/(x-x')$ changes sign when $x$ and $x'$ are exchanged. What survives is the action of the left half, whose traction is opposite. Replace each half by a force $C\varepsilon_0$ at its mean position $\bar x$. This position is
\begin{equation}
\bar x=\frac{1}{C\varepsilon_0}\int_0^{L/2}x\tau\,dx=\frac{1}{\varepsilon_0}\int_0^{L/2}\varepsilon\,dx=\frac L2\,\frac{\bar\eta}{\eta_0},
\end{equation}
or $10\times0.800/0.987=8.1$ $\mu$m here. The surviving term is then about $-(2/\pi E^*)(C\varepsilon_0)^2/(2\bar x)$, and (\ref{first}) becomes
\begin{equation}
\frac{\tau_e^2}{Ck\,\varepsilon_s^2}\simeq1-\left(1-\frac{\varepsilon_0}{\varepsilon_s}\right)^2-\frac{2C}{\pi E^*\bar x}\left(\frac{\varepsilon_0}{\varepsilon_s}\right)^2 .
\end{equation}
Without the last term and with (\ref{etazero}), this is $1-1/\cosh^2s=\tanh^2s$, as in (\ref{taumax}). The last term is about 0.004, which lowers $\tau_e$ by half of that, 0.2\%, in accord with the numerical result. The local give of the substrate at an end thus drops out of the end traction, and what remains comes mainly from the distant other end.

The centre has no such cancellation. There the two halves both reduce the substrate strain, by about $4C\varepsilon_0/(\pi E^*\bar x)$, or 0.8\% of $\varepsilon_s$. This is close to the computed 0.93\%; the estimate leaves out the spread of the traction about $\bar x$ and the variation of the substrate strain over a distance $l$. For these parameters the undisturbed-substrate profile is therefore good to about one per cent at the centre. The 90\% lengths are less certain, because the efficiency changes slowly with length there. By the derivatives of $\eta_0$ and $\bar\eta$ given above, with $\tanh s\simeq1$, a small loss $\delta$ of efficiency must be made up by an extra length of about $2l\delta/(1-\eta)$ for the centre and $2l\delta/(1-\eta)^2$ for the average. A loss of $\delta=0.01$, taken only to show the size of the effect, would add 0.4 $\mu$m to the first and 4 $\mu$m to the second. The values 12 and 40 $\mu$m thus belong to the undisturbed substrate; solving the coupled equations for $E^*=4$ GPa gives 12.6 and 42 $\mu$m instead, and for $E^*=0.4$ GPa 20 and 64 $\mu$m. They are guides only while $2C/(lE^*)$ is small. For $E^*=4$ MPa, in the range of elastomers, the ratio is 50, the centre of the 20 $\mu$m flake reaches only 9\% of $\varepsilon_s$, and the 90\% lengths on a half-space grow to more than 1 mm and about 3 mm.
